\section*{The film term in three-omega thermometry: derivation and limits, part 2}

A straight metal line of half-width $b$, length $L$ and area $A=2bL$ lies on a film of thickness $d$, which lies on an infinitely deep substrate. A current $I_0\cos\omega t$ heats the line. The heating oscillates at $2\omega$ with amplitude $P=I_0^2R_0/2$, where $R_0$ is the line's resistance at its mean temperature and $\beta$ its relative change per kelvin. We ask how much the film raises the width-averaged heater temperature above that on the bare substrate. This rise is the film term $\Delta T_f$.

Units are SI. Complex temperatures multiply $e^{2i\omega t}$: a positive real part is in phase with the heating, and a negative imaginary part lags. The model assumes uniform flux $P/A$ under the heater, no heat storage in the heater and no surface loss.

Film and substrate ($j=f,s$) have conductivities $k_j$, heat capacities per volume $C_j$ and diffusivities $D_j=k_j/C_j$. The oscillation reaches a depth $\delta=\sqrt{D_s/(2\omega)}$ in the substrate. For wave number $\lambda$ along the surface, $\gamma_j^2=\lambda^2+2i\omega/D_j$ with $\mathrm{Re}\,\gamma_j>0$, $a=k_f\gamma_f$, $s=k_s\gamma_s$, $t=\tanh(\gamma_fd)$ and $S=\sin(\lambda b)/(\lambda b)$.

The impedance $Z$ is surface temperature per unit flux. It is $1/s$ for the bare substrate. With the film,
\begin{equation}
Z=\frac{Z_L+t/a}{1+aZ_Lt},
\label{impedance}
\end{equation}
where $Z_L=1/s+R_c$ and $R_c$ is the contact resistance for unit area between film and substrate. Averaging over the heater gives
\begin{equation}
T=\frac{P}{\pi L}\int_0^\infty Z(\lambda)\,S^2(\lambda)\,d\lambda .
\label{average}
\end{equation}

For a perfect contact, $R_c=0$, the film adds
\begin{equation}
\Delta T_f=\frac P{\pi L}\int_0^\infty\frac ta\,\frac{1-a^2/s^2}{1+at/s}\,S^2\,d\lambda
\simeq\frac{Pd}{k_fA},\qquad \int_0^\infty S^2\,d\lambda=\frac\pi{2b}.
\label{carried}
\end{equation}
The leading term, for a thin, poorly conducting film that stores little heat, is the simple formula
\begin{equation}
\Delta T_f\simeq\frac{P\,d}{k_f A},\qquad A=2bL .
\label{main}
\end{equation}

A temperature amplitude $T$ produces the third-harmonic voltage
\begin{equation}
V_{3\omega}=\tfrac12I_0R_0\,\beta\,T .
\label{v3}
\end{equation}

\subsection{Spreading at the heater edges}

Let the heating be slow and the film conduct far less than the substrate. Then $\gamma_f\to\lambda$, the ratio $a/s$ drops out, and the film impedance is $\tanh(\lambda d)/(k_f\lambda)$. Let $F$ be the true film term divided by $Pd/(k_fA)$. From \eqref{carried},
\begin{equation}
1-F=\frac{2b}\pi\int_0^\infty S^2\left[1-\frac{\tanh\lambda d}{\lambda d}\right]d\lambda .
\label{edgeintegral}
\end{equation}
To evaluate this we expand the bracket. Euler's product is $\cosh u=\prod_{n\ge1}(1+u^2/\nu_n^2)$ with $\nu_n=(n-\frac12)\pi$. The derivative of its logarithm is
\begin{equation}
\tanh u=\sum_{n=1}^\infty\frac{2u}{u^2+\nu_n^2}.
\end{equation}
Dividing by $u$ and letting $u\to0$ shows that $\sum2/\nu_n^2=1$. Therefore
\begin{equation}
1-\frac{\tanh u}u=\sum_n\left(\frac2{\nu_n^2}-\frac2{u^2+\nu_n^2}\right)
=\sum_n\frac{2u^2}{\nu_n^2(u^2+\nu_n^2)} .
\end{equation}
We set $u=\lambda d$ and use $\sin^2\lambda b=\frac12(1-\cos2\lambda b)$, so that
\begin{equation}
S^2\,d\lambda=\frac{d}{2b^2u^2}\left[1-\cos\frac{2ub}{d}\right]du .
\end{equation}
The factors $u^2$ cancel, and \eqref{edgeintegral} becomes
\begin{equation}
1-F=\frac d{\pi b}\sum_n\frac2{\nu_n^2}\int_0^\infty\frac{1-\cos(2ub/d)}{u^2+\nu_n^2}\,du .
\end{equation}
The standard integral $\int_0^\infty\cos(mu)/(u^2+\nu^2)\,du=\pi e^{-m\nu}/(2\nu)$, used for $m=0$ and for $m=2b/d$, gives
\begin{equation}
1-F=\frac db\sum_n\frac{1-e^{-2\nu_nb/d}}{\nu_n^3}.
\label{edgeexact}
\end{equation}
The sum without the exponentials is
\begin{equation}
\sum_n\frac1{\nu_n^3}=\frac8{\pi^3}\sum_n\frac1{(2n-1)^3}
=\frac8{\pi^3}\left(1-\frac18\right)\zeta(3)=\frac{7\zeta(3)}{\pi^3}\equiv c ,
\end{equation}
because the even terms of $\zeta(3)$ add up to $\zeta(3)/8$. Hence
\begin{equation}
F\simeq1-c\,\frac db,\qquad c=0.271,
\label{edge}
\end{equation}
with a remainder of order $(d/b)e^{-\pi b/d}$. Some heat leaves the heater sideways through the film, which lowers the average temperature. The coefficient belongs to a heater with uniform flux. Heat conduction across the width of the metal line, which the model leaves out, makes it larger, up to about $0.44$ for a line of uniform temperature. If the metal has conductivity $k_h$ and thickness $d_h$, it evens out its temperature over the length $\sqrt{k_hd_h\,d/k_f}$. When this length is much larger than $d$, as is usual for a metal line on a poorly conducting film, the coefficient lies close to the larger value.

\subsection{Heat storage in the film}

For $\lambda d\ll1$ and a poorly conducting film, sideways conduction in the film may be dropped, which leaves $\gamma_f^2\simeq2i\omega C_f/k_f$. We expand \eqref{carried} to first order in $\omega C_f$, treating the substrate impedance $1/s$ as given. The series
\begin{equation}
\frac{\tanh w}w=\frac{1+w^2/6+\dots}{1+w^2/2+\dots}=1-\frac{w^2}3+\dots
\end{equation}
with $w=\gamma_fd$ gives the correction of $t/a$. The other two corrections are $-(d/k_f)(a^2/s^2)$ and $-(t/a)(at/s)=-t^2/s$. Together,
\begin{align}
Z-\frac1s-\frac d{k_f}
&\simeq-2i\omega C_f\left[\frac{d^3}{3k_f^2}+\frac d{s^2}+\frac{d^2}{k_fs}\right]\nonumber\\
&=-2i\omega C_f\int_0^d\left(\frac1s+\frac y{k_f}\right)^2dy .
\label{storage}
\end{align}
Expanding the square and integrating term by term confirms the last step. Here $y$ is the height above the bottom of the film, and $1/s+y/k_f$ is the temperature there per unit flux when storage is ignored. One factor measures how much heat the layer at $y$ stores. The other measures how strongly the removal of that heat lowers the surface temperature.

The signs can be read off. The phase of $s$ lies between $0$ and $\pi/4$, so $1/s$ has a phase between $-\pi/4$ and $0$. Multiplied by $-i$, none of the three terms has a positive real part, and none has a positive imaginary part. To this order storage lowers the in-phase film term and makes it lag. The term $d^3/(3k_f^2)$, which belongs to the film alone, is purely out of phase and has the size $2\omega d^2/(3D_f)$ relative to $d/k_f$.

\subsection{The background from the substrate}

In an experiment the film term sits on top of the temperature $T_s$ of the bare substrate. For $b\ll\delta$ this has a simple form. A line source of strength $p'$ per unit length on the surface of the substrate produces, at distance $r$,
\begin{equation}
T(r)=\frac{p'}{\pi k_s}K_0(\kappa r),\qquad \kappa=\sqrt{\frac{2i\omega}{D_s}} .
\end{equation}
The prefactor follows from the heat through a small half-cylinder: near the source $K_0\simeq-\ln r+{}$const, so $-k_s\,\pi r\,dT/dr=p'$. For small argument $K_0(w)\simeq-\ln(w/2)-\gamma_E$, where $\gamma_E$ is Euler's constant.

The heater is a set of such lines with total strength $P/L$, and its temperature is again averaged over the width. We need the mean of $\ln r$ for two points placed uniformly on a strip of width $2b$. Their distance has the density $2(2b-r)/(2b)^2$. With $r=2by$,
\begin{equation}
\langle\ln r\rangle=\ln2b+2\int_0^1(1-y)\ln y\,dy
=\ln2b+2\left(-1+\tfrac14\right)=\ln2b-\tfrac32 .
\end{equation}
Therefore $-\ln(\kappa/2)-\langle\ln r\rangle=-\ln(\kappa b)+\frac32$, and with $\ln\kappa=\frac12\ln(2\omega/D_s)+i\pi/4$,
\begin{equation}
T_s\simeq\frac P{\pi Lk_s}\left[\frac12\ln\frac{D_s}{2\omega b^2}+\frac32-\gamma_E-\frac{i\pi}4\right].
\label{background}
\end{equation}
The in-phase part falls linearly with $\ln\omega$, with slope $-P/(2\pi Lk_s)$, which determines $k_s$. In the same range the film shifts this line upwards by a nearly constant amount.

\subsection{Contact resistance}

A resistance $R_c$ between film and substrate changes the load from $1/s$ to $1/s+R_c$. In the leading approximation it adds $PR_c/A$. This needs the further conditions $\sqrt{k_fR_cd}\ll b$, so that the film does not carry the heat sideways above the contact, and $2\omega C_fdR_c\ll1$. A resistance between heater and film, which the model leaves out, adds in the same way. The film then appears to have the conductivity
\begin{equation}
\frac1{k_{\rm app}}=\frac1{k_f}+\frac{R_c}d .
\label{apparent}
\end{equation}
In this approximation one thickness cannot separate the two contributions. Two films of different thickness can, if $k_f$ and $R_c$ are the same in both.

Spreading reduces the contact term slightly. Differentiating $Z=(Z_L+t/a)/(1+aZ_Lt)$ gives
\begin{equation}
\frac{\partial Z}{\partial Z_L}=\frac{(1+aZ_Lt)-at(Z_L+t/a)}{(1+aZ_Lt)^2}
=\frac{1-t^2}{(1+aZ_Lt)^2}.
\end{equation}
For slow heating and strong contrast this tends to $1-\tanh^2\lambda d$, which is the derivative of $\tanh(\lambda d)/\lambda$ with respect to $d$. Its average over the heater is therefore the derivative of $dF=d(1-c\,d/b)$. A small contact resistance, $R_c\ll d/k_f$, adds
\begin{equation}
\Delta T_c\simeq\frac{PR_c}A\left(1-2c\,\frac db\right).
\label{contact}
\end{equation}

\subsection{Worked example}

The following are round model parameters. The heater is $20\,\mu$m wide and $3$\,mm long, so $b=10\,\mu$m and $A=6\times10^{-8}\,\mathrm{m^2}$. It has $R_0=30\,\Omega$ and $\beta=0.003\,\mathrm{K^{-1}}$, and carries $I_0=0.1$\,A. The film has $d=0.3\,\mu$m, $k_f=1\,\mathrm{W/(m\,K)}$ and $C_f=2\times10^6\,\mathrm{J/(m^3K)}$. The substrate has $k_s=150\,\mathrm{W/(m\,K)}$ and $C_s=1.5\times10^6\,\mathrm{J/(m^3K)}$. Then
\begin{align}
P&=\tfrac12(0.1)^2(30)\,\mathrm W=0.15\,\mathrm W,\\
\frac{Pd}{k_fA}&=\frac{0.15\times0.3\times10^{-6}}{1\times6\times10^{-8}}\,\mathrm K=0.750\,\mathrm K .
\end{align}
The edge factor $1-0.271\times0.03=0.992$ lowers this to $0.744$\,K. The full integral at a current frequency of $1$\,kHz gives $0.743$\,K in phase. A finite-volume solution of the heat equation in real space, which uses no Fourier transform, agrees to the digits shown. With the feedback of the resistance on the heating neglected, the third-harmonic voltage due to the film is
\begin{equation}
\tfrac12(0.1\times30\,\mathrm V)(0.003\,\mathrm{K^{-1}})(0.743\,\mathrm K)=3.34\,\mathrm{mV}.
\end{equation}

The plateau and its end appear when the frequency is raised. Temperatures are in kelvin. The table assumes, as the model does, that the heater stores no heat. A real metal line stores some, which adds to the lag and ends the plateau at a lower frequency. The effect is not small: a line $0.15\,\mu$m thick with a heat capacity of $2.5\times10^6\,\mathrm{J/(m^3K)}$ more than doubles the out-of-phase column up to $100$\,kHz, and at $100$\,kHz lowers the in-phase film term from $0.717$ to $0.66$\,K.
\begin{center}
\begin{tabular}{rcccc}
kHz & $2\omega d^2/D_f$ & bare, in & film, in & film, out\\
1 & 0.002 & 0.330 & 0.743 & $-0.002$\\
10 & 0.023 & 0.210 & 0.740 & $-0.011$\\
100 & 0.226 & 0.100 & 0.717 & $-0.076$\\
1000 & 2.262 & 0.033 & 0.418 & $-0.289$
\end{tabular}
\end{center}
From $1$ to $10$\,kHz the background falls by more than a third, while the film term changes by about $0.4\%$. At $100$\,kHz the lagging part is already $10\%$ of $0.750$\,K. Storage in the film alone would give $0.226/3$, or $7.5\%$. The other terms of \eqref{storage}, which couple storage to the substrate, also contribute to the lag. At $1$\,MHz the expansion parameter exceeds one and \eqref{main} fails.

Thickness is a separate limit. At $1$\,Hz storage in the film is negligible, and the film term divided by $Pd/(k_fA)$ is $0.9915$ for $d=0.3\,\mu$m, $0.917$ for $3\,\mu$m and $0.737$ for $10\,\mu$m. The linear edge factor gives $0.9919$, $0.919$ and $0.729$. At $1$\,Hz $\delta$ is nearly as long as this heater, so the ends of a real line would change the background from the substrate. The film term is a local temperature drop and is hardly affected. For $d=b$ the exponential in \eqref{edgeexact} is no longer negligible, and it raises the linear estimate.

\subsection{Recovering the conductivity}

With a perfect contact, the simple formula applied to the computed rise at $1$\,kHz returns $0.750/0.7429=1.010\,\mathrm{W/(m\,K)}$. This is $1\%$ above the true value, mainly because the formula ignores edge spreading.

Now let $R_c=10^{-8}\,\mathrm{m^2K/W}$. The leading contact term is $PR_c/A=0.0250$\,K. Equation \eqref{contact} reduces it by the factor $1-2(0.271)(0.03)=0.984$ to $0.0246$\,K, the value that the full integral gives. The total rise is $0.7675$\,K, and the edge-corrected formula returns
\begin{equation}
k=\frac{0.7439}{0.7675}\,\mathrm{W/(m\,K)}=0.969\,\mathrm{W/(m\,K)} .
\end{equation}
Equation \eqref{apparent} predicts $0.968$. The contact thus looks like a film that conducts about $3\%$ less.

A second film of $0.6\,\mu$m gives $1.4970$\,K. We replace each thickness by $d(1-c\,d/b)$, which is $0.2976\,\mu$m and $0.5902\,\mu$m. With the flux $P/A=2.5\times10^6\,\mathrm{W/m^2}$,
\begin{equation}
k_f=\frac{2.5\times10^6\times(0.5902-0.2976)\times10^{-6}}{1.4970-0.7675}\,\frac{\mathrm W}{\mathrm{m\,K}}
=1.003\,\frac{\mathrm W}{\mathrm{m\,K}} .
\end{equation}
The contact term nearly cancels in the difference, and the result lies $0.3\%$ above the true value. The edge-corrected formula leaves out storage, the finite contrast between film and substrate, and the small change of the contact term with thickness. These figures hold for a heater with uniform flux. The line of this example has a sheet resistance of $0.2\,\Omega$, so by the Wiedemann--Franz law $k_hd_h\approx3.7\times10^{-5}$\,W/K at room temperature, and it evens out its temperature over about $3\,\mu$m, ten times $d$. With this conduction included the edge coefficient is about $0.42$, the film term at $1$\,kHz is $0.739$\,K instead of $0.743$\,K, and the two-thickness formula with $c=0.271$ returns $1.018\,\mathrm{W/(m\,K)}$, nearly $2\%$ too high. For a real metal line the larger edge coefficient should be used.

\section*{Calculated quantities}
\begin{verbatim}
heater width 20.0 um, length 3.0 mm
heater area 6.00e-08 m^2
current amplitude 0.10 A, resistance 30.0 ohm
temperature coefficient beta 0.0030 1/K
heating amplitude P 0.1500 W, flux 2.500e+06 W/m^2
film: d 0.30 um, k 1.00 W/(m K), c 2.00e+06 J/(m^3 K)
substrate: k 150.0 W/(m K), c 1.50e+06 J/(m^3 K)
diffusivity film 5.00e-07, substrate 1.00e-04 m^2/s
squared conductivity ratio 4.44e-05
k*c ratio film/substrate 0.00889
simple film rise P d/(k A) 0.7500 K
edge coefficient 7 zeta(3)/pi^3 0.27138
film rise with edge factor 0.7439 K
Fourier film rise, 1 kHz: in 0.7429, out -0.00177 K
finite-volume film rise: in 0.7430, out -0.00177 K
bare rise, 1 kHz: Fourier 0.3303, finite volume 0.3305 K (in phase)
third-harmonic film voltage, in phase 3.3431 mV
bare rise, 100 Hz, in phase: log law 0.4523, Fourier 0.4523 K
contrast factor at k_film = k_sub/2: 0.7489
current frequency kHz | substrate depth um | 2 omega d^2/D_film | bare in-phase K | film in-phase K | film out-of-phase K
      1    89.21   0.00226   0.3303   0.7429  -0.00177
      3    51.50   0.00679   0.2723   0.7422  -0.00425
     10    28.21   0.02262   0.2096   0.7401  -0.01138
    100     8.92   0.22619   0.0998   0.7174  -0.07552
   1000     2.82   2.26195   0.0333   0.4175  -0.28866
slow heating at 1 Hz: d um | film rise/simple | edge factor
   0.10    0.9971    0.9973
   0.30    0.9915    0.9919
   1.00    0.9720    0.9729
   3.00    0.9169    0.9186
  10.00    0.7371    0.7286
contact resistance 1.0e-08 m^2 K/W, P R_c/A 0.0250 K
computed rise added by contact 0.0246 K
film plus contact rise: 0.30 um 0.7675 K, 0.60 um 1.4970 K
k from simple formula, perfect contact 1.0095 W/(m K)
k from one thickness, with contact, edge-corrected 0.9693 W/(m K)
series estimate of that apparent k 0.9677 W/(m K)
k from two thicknesses, edge-corrected 1.0030 W/(m K)
\end{verbatim}
